A spin-7/2 icosahedral code that corrects errors linear in J

A qubit stored in a spin 1/2 has no room to detect the effect of a stray magnetic field. The field turns the spin, the turned state is another legitimate qubit state, and no measurement can tell that anything happened. A larger spin has room for redundancy, but a doublet chosen carelessly inside it can still be exposed. If the qubit is stored in m = 7/2 and m = −7/2 of a spin 7/2, a small rotation about z changes the relative phase of the two states, which is again an undetectable logical error. What is needed is a doublet on which the components of J, and their products in pairs, reveal nothing about the stored state. The symmetry of the icosahedron supplies one.

**Setting and statement**

Take ħ = 1, so that J is dimensionless and J² = (7/2)(9/2) = 63/4. The binary icosahedral group 2I consists of the 120 elements of SU(2) that cover the 60 rotations of an icosahedron. An element with angle θ about a unit vector n is represented on spin j by D(g) = exp(−iθ n·J), with 0 ≤ θ ≤ 2π.

Theorem. Restricted to 2I, spin 7/2 splits into two inequivalent irreducible parts, 2' + 6. Let P project onto the doublet 2'. For any complex α, α', β, β', the errors E = α + β·J and F = α' + β'·J satisfy

P E†F P = [α*α' + (21/4) β*·β'] P.

These are the Knill-Laflamme conditions: the right side is a number times P, so the errors carry off no information about the encoded state. The theorem covers errors linear in J. A finite rotation also contains higher powers and is treated separately below.

**Lemma 1: the decomposition**

The character of spin j is the sum of cos(mθ) over m. The icosahedron has 12 rotations by 72°, 12 by 144°, 20 by 120°, 15 by 180°, and the identity. Each has two lifts, with angles θ and 360° − θ. Under θ → 360° − θ half-integer characters change sign and integer ones do not, so a product of two half-integer characters is the same on both lifts. Five rows therefore suffice, with w the number of elements at θ and 360° − θ together. Let φ = (1 + √5)/2, so that 2cos 36° = φ, 2cos 72° = 1/φ, φ − 1/φ = 1 and φ² + 1/φ² = 3.

θ: 0°, 72°, 120°, 144°, 180°
w: 2, 24, 40, 24, 30
χ_1/2: 2, φ, 1, 1/φ, 0
χ_5/2: 6, −1, 0, 1, 0
χ_7/2: 8, −φ, 1, −1/φ, 0

Write ⟨a,b⟩ for the group average of a product of two of these real characters. Then

⟨χ_5/2,χ_5/2⟩ = (2·36 + 24 + 24)/120 = 1,
⟨χ_5/2,χ_7/2⟩ = (2·48 + 24φ − 24/φ)/120 = (96 + 24)/120 = 1.

The first line says that the restriction of spin 5/2 is irreducible; this is the 6. The second says that it occurs once in spin 7/2. What remains has dimension 2 and character

χ' = χ_7/2 − χ_5/2 = 2cos(7θ/2), with values 2, −1/φ, 1, −φ, 0.

Its norm is (2·4 + 24/φ² + 40 + 24φ²)/120 = (8 + 72 + 40)/120 = 1, so it is irreducible. Its overlap with the spin-1/2 doublet is

⟨χ',χ_1/2⟩ = (2·4 − 24 + 40 − 24)/120 = 0,

so it is the other doublet, 2'. ∎

**Lemma 2: the selection rule**

Let T_q be the 2k+1 components of a rank-k tensor operator, and define

ν_k = ⟨χ_k, χ'²⟩.

If ν_k = 0, then P T_q P = 0 for every q.

Proof. Since P projects onto an invariant subspace V, it commutes with every D(g). The operators P T_q P therefore define a linear map A from the rank-k representation space to the operators on V, and A is unchanged when the group acts on both sides:

D(g) A(D^k(g)⁻¹x) D(g)† = A(x).

Averaging the left side over the group defines a projector Π on the space of all linear maps of this type, and ΠA = A. The trace of a projector is its rank. Here the trace is the group average of χ_k times the character of the operators on V under X → D(g)XD(g)†, which is χ'². Hence the rank of Π is ν_k. If it is zero, Π = 0 and A = 0. ∎

The integer characters follow from χ_k = χ_(k−1) + 2cos(kθ), starting from χ_0 = 1:

χ'²: 4, 1/φ², 1, φ², 0
χ_1: 3, φ, 0, −1/φ, −1
χ_2: 5, 0, −1, 0, 1
χ_3: 7, −φ, 1, 1/φ, −1
χ_4: 9, −1, 0, −1, 1

The counts are

ν_1 = (24 + 24/φ − 24φ)/120 = 0,
ν_2 = (40 − 40)/120 = 0,
ν_3 = (56 − 24/φ + 40 + 24φ)/120 = 1,
ν_4 = (72 − 24/φ² − 24φ²)/120 = 0.

Ranks 1 and 2 are forbidden inside the doublet, and rank 3 is allowed. The choice of doublet matters: with χ_1/2 in place of χ' the rank-1 count is 1, which is the unprotected spin 1/2 of the opening paragraph.

**Proof of the theorem**

Split a product of two components into its symmetric and antisymmetric parts, using [J_a,J_b] = i ε_abc J_c, and remove the trace from the symmetric part:

J_aJ_b = (1/3)δ_ab J² + (i/2) ε_abc J_c + Q_ab,
Q_ab = (J_aJ_b + J_bJ_a)/2 − (1/3)δ_ab J².

Q_ab is symmetric and traceless, so its five independent components form a rank-2 tensor. Lemma 2 removes the second and third terms between projectors, and J² = 63/4 gives

P J_a P = 0,
P J_aJ_b P = (21/4) δ_ab P.

Now expand E†F, with E† = α* + β*·J:

P E†F P = α*α' P + α* Σ_b β'_b P J_b P + α' Σ_a β*_a P J_a P + Σ_ab β*_a β'_b P J_aJ_b P.

The two middle terms vanish and the last is (21/4) β*·β' P. ∎

Every zero comes from a selection rule. The constant 21/4 is the Casimir value shared among three directions. No codeword has been needed.

**Corollary: an explicit recovery**

Let |0_L⟩ and |1_L⟩ be any orthonormal basis of the code. By the theorem the six vectors J_a|i_L⟩ are orthogonal to the code and to each other, each with squared length 21/4. Since 2 + 6 = 8, they fill the complement, and

Σ_a J_a P J_a = (21/4)(1 − P).

Define R_0 = P and R_a = (2/√21) P J_a. Then

R_0†R_0 + Σ_a R_a†R_a = P + (4/21)(21/4)(1 − P) = 1,

so these are the operators of a complete quantum operation. On a state damaged by E = α + β·J they act as

R_0 E P = α P,
R_a E P = (2/√21)(21/4) β_a P = (√21/2) β_a P.

Each outcome returns the encoded state multiplied by a number. The outcome says which error was found and nothing about the qubit. The four error spaces use all eight dimensions, so no room is left for a further distinguishable error.

Remark: random kicks. Consider the operation Φ(ρ) = (4/63) Σ_a J_aρJ_a, which preserves the trace because J² = 63/4. Its operators are linear in J, so one application is completely corrected. If such kicks arrive independently with mean number x, failure requires at least two of them. The infidelity is then at most

1 − e^(−x)(1 + x) ≤ x²/2.

**The codewords, and where protection ends**

Put a fivefold axis along z. The 72° rotation acts on the code with trace −1/φ = 2cos 108°. Its two eigenvalues have modulus 1 and a real, nonzero sum, so they are conjugates, exp(∓i·108°). Since |m⟩ has eigenvalue exp(−i·72°m), one codeword contains m = 3/2 and m = −7/2, and the other m = −3/2 and m = 7/2. Write

|0_L⟩ = u|3/2⟩ + v|−7/2⟩, with u > 0.

The condition ⟨J_z⟩ = 0 reads (3/2)u² = (7/2)|v|², so normalization gives u² = 7/10 and |v|² = 3/10.

Choose the azimuth so that y is a twofold axis. The half turn about y takes |m⟩ to (−1)^(7/2−m)|−m⟩ and yields the partner

|1_L⟩ = u|−3/2⟩ − v|7/2⟩.

The rank-2 rule also fixes the phase of v. Both matrix elements of J_+² involved, from −7/2 to −3/2 and from 3/2 to 7/2, equal √7·√12 = √84, so

⟨1_L|J_+²|0_L⟩ = √84 u(v − v*) = 0,

and v is real. Its sign depends on the azimuth, because a 36° turn about z changes the relative phase by 5·36° = 180°. With a second fivefold axis along (2,0,1)/√5, the numerical projector gives v negative:

|0_L⟩ = 0.83666|3/2⟩ − 0.54772|−7/2⟩,
|1_L⟩ = 0.83666|−3/2⟩ + 0.54772|7/2⟩.

Rank 3 is allowed, and it does act:

⟨0_L|J_z³|0_L⟩ = 0.7·(27/8) − 0.3·(343/8) = −10.5.

The half turn reverses J_z, so the partner has +10.5. Thus P J_z³ P is not a multiple of P: an error cubic in J can alter the qubit without leaving the code. J_z³ itself also has a rank-1 part that sends most of the state out of the code. Its rank-3 part J_z³ − (37/4)J_z equals −10.5 on both m = 3/2 and m = −7/2, and +10.5 on both m = −3/2 and m = 7/2, so it keeps the code and flips the relative sign of the two codewords.

**Proposition: finite rotations**

Let U = exp(−iεK) with K = n·J, followed by the recovery above. The entanglement fidelity F_e is the probability that a code qubit maximally entangled with an untouched reference is found in its original joint state. An operator A on the code has expectation value Tr(A)/2 in that state, so

F_e = (1/4) Σ_μ |Tr(R_μ U P)|², with μ = 0, x, y, z.

For small ε,

1 − F_e = (21/4) ε⁴ + O(ε⁶),

with a leading coefficient independent of n.

Proof. The averaging argument of Lemma 2, applied to the number Tr(P T_q), shows that it vanishes when the group average of χ_k is zero. The sums of wχ_k are

k = 1: 6 + 24φ − 24/φ − 30 = 0,
k = 2: 10 − 40 + 30 = 0,
k = 3: 14 − 24φ + 40 + 24/φ − 30 = 0,
k = 4: 18 − 24 − 24 + 30 = 0.

For k = 5 the characters are 11, 1, −1, 1, −1, and 22 + 24 − 40 + 24 − 30 = 0. A polynomial X in J of degree at most 5 contains no rank above 5. Only its scalar part survives in either trace, so

Tr(PX)/2 = Tr(X)/8.

Let M_p = Tr(K^p)/8. Odd moments vanish, and

M_2 = 21/4,
M_4 = (1 + 81 + 625 + 2401)/64 = 777/16.

Also Tr(J_aK^p)/8 = n_a M_(p+1), because a half turn about n reverses the part of J perpendicular to n and leaves K alone. Expanding U gives

t_0 = Tr(PU)/2 = 1 − M_2ε²/2 + M_4ε⁴/24 + O(ε⁶),
t_a = Tr(PJ_aU)/2 = −i n_a(M_2ε − M_4ε³/6) + O(ε⁵).

Since 4/21 = 1/M_2 and n is a unit vector,

F_e = |t_0|² + (1/M_2) Σ_a |t_a|²
= 1 − M_2ε² + (M_2²/4 + M_4/12)ε⁴ + M_2ε² − (M_4/3)ε⁴ + O(ε⁶)
= 1 − (1/4)(M_4 − M_2²)ε⁴ + O(ε⁶).

Finally M_4 − M_2² = (777 − 441)/16 = 21. ∎

The recovery cancels the ε² loss. The remainder has a direct reading. The second-order term of U contains −(ε²/2)(K² − M_2), which sends the code into the complement, where the recovery takes it for a linear error. Since Tr(PJ_a(K² − M_2)) = 0, what the recovery makes of this part is orthogonal to the original joint state. The probability of this part, averaged over the code, is (ε⁴/4)(M_4 − M_2²), the whole leading infidelity.

**A rotation by 0.1 rad**

Take ε = 0.1 rad about n = (1,2,2)/3, with a perfect recovery. The values below are in the numerical output or follow from it.

Without recovery the infidelity is 5.14·10⁻², close to the leading estimate (21/4)ε² = 5.25·10⁻². With recovery it falls to 5.16·10⁻⁴. The leading formula gives 5.25·10⁻⁴, which is 1.8% above the full value. At 0.01 rad the ratio of infidelity to ε⁴ is 5.249 for this axis, for z and for x, in agreement with 21/4 and with its independence of direction.

The measurement finds no error with probability 0.9486. In the other cases, about 5% of the total, the state has left the code and is brought back, mostly correctly.

A bare spin 1/2 turned through the same angle has infidelity sin²(ε/2) = 2.50·10⁻³, which is 4.8 times the encoded value. Without recovery the encoded qubit would be about 21 times worse than the bare one, because the leading infidelity is ε² times the mean of K², which is 21/4 on the code and 1/4 for a spin 1/2. The advantage therefore belongs to the code and its recovery together.

It also ends at a finite angle. Equating the leading terms,

(21/4)ε⁴ = ε²/4, so ε = 1/√21 = 0.218 rad.

The full calculation for this axis gives 0.228 rad, or 13.1°. Just beyond that angle the bare spin does better. The comparison assumes equal rotation angles, as for two spins with the same gyromagnetic ratio in the same field for the same time, and a bare spin left without control pulses. A field that stays constant during the wait can be refocused by echo pulses; for a field along z, ideal half turns about x midway and at the end cancel the rotation exactly. The comparison therefore concerns rotations that such pulses do not undo. The recovery is also taken to be perfect. If it completely randomized the qubit with probability p, F_e would become (1 − p)F_e + p/4, and the infidelity would grow by about 3p/4.

Calculated quantities

```
All quantities dimensionless (hbar = 1) unless a unit is given
group order: 120
theta/deg size chi_1/2 chi_5/2 chi_7/2 chi_code chi_1 chi_2 chi_3
   0   1   2.000   6.000   8.000   2.000   3.000   5.000   7.000
  72  12   1.618  -1.000  -1.618  -0.618   1.618   0.000  -1.618
 120  20   1.000   0.000   1.000   1.000   0.000  -1.000   1.000
 144  12   0.618   1.000  -0.618  -1.618  -0.618   0.000   0.618
 180  30   0.000   0.000   0.000   0.000  -1.000   1.000  -1.000
 216  12  -0.618  -1.000   0.618   1.618  -0.618   0.000   0.618
 240  20  -1.000   0.000  -1.000  -1.000   0.000  -1.000   1.000
 288  12  -1.618   1.000   1.618   0.618   1.618   0.000  -1.618
 360   1  -2.000  -6.000  -8.000  -2.000   3.000   5.000   7.000
norm of chi_5/2: 1.000
multiplicity of 6 in spin 7/2: 1.000
norm of chi_code: 1.000
overlap of chi_code with chi_1/2: 0.000
n_k for k = 0..6: [1, 0, 0, 1, 0, 1, 1]
rank-1 count for the other doublet: 1.000
multiplicity of 6 in 3 x 2': 1.000
diagonal of error matrix (1,Jx,Jy,Jz): [1.   5.25 5.25 5.25]
largest off-diagonal element: 3.5e-16
largest deviation from multiples of P: 5.8e-15
dimension spanned by J_a on the code: 6
codeword 0 amplitudes: m=+1.5: +0.836660, m=-3.5: -0.547723
codeword 1 amplitudes: m=+3.5: +0.547723, m=-1.5: +0.836660
<0|Jz^3|0>: -10.5000
<0|(n.J)^4|0>: 48.5625
infidelity/angle^4 at 0.01 rad, axes (1,2,2)/3, z, x: [5.2491 5.249  5.2491]
example rotation angle: 0.100 rad, axis (1,2,2)/3
probability of the no-error outcome: 0.948583
infidelity without recovery: 5.141827e-02
infidelity with recovery: 5.158144e-04
leading formula (21/4) angle^4: 5.250000e-04
infidelity of bare spin 1/2: 2.497917e-03
bare/encoded infidelity ratio: 4.843
break-even angle, full calculation: 0.22798 rad
break-even angle, leading order: 0.21822 rad
```
